# Fock-Space Traces of Products of One-Body Exponentials as Determinants

## Definitions and statement

Let the one-particle space have $M$ orthonormal modes with creation operators $c_i^\dagger$, $i=1,\dots,M$. Put $\zeta=-1$ for fermions and $\zeta=+1$ for bosons. The canonical relations are

$$c_ic_j^\dagger-\zeta c_j^\dagger c_i=\delta_{ij},\qquad c_i^\dagger c_j^\dagger=\zeta c_j^\dagger c_i^\dagger. \tag{1}$$

To every complex $M\times M$ matrix $A$ belongs the one-body operator

$$\hat A=\sum_{ij}A_{ij}\,c_i^\dagger c_j . \tag{2}$$

For matrices $A_1,\dots,A_K$, which need be neither Hermitian nor mutually commuting, define

$$\Gamma=e^{\hat A_1}e^{\hat A_2}\cdots e^{\hat A_K},\qquad B=e^{A_1}e^{A_2}\cdots e^{A_K}, \tag{3}$$

with the same order of factors in both products. $\Gamma$ acts on Fock space, while $B$ is only $M\times M$. The claim is

$$\operatorname{Tr}\Gamma=\det(1+B)\quad\text{(fermions)},\qquad \operatorname{Tr}\Gamma=\frac{1}{\det(1-B)}\quad\text{(bosons)}. \tag{4}$$

The fermionic formula holds without restriction. The bosonic one holds if and only if every eigenvalue of $B$ has modulus below 1.

The bosonic Fock space has infinite dimension, and $\Gamma$ may be unbounded on it. Each $\hat A$ conserves the particle number $N$, however, and each $N$-particle sector has finite dimension. All exponentials are therefore understood sector by sector, and the bosonic trace means

$$\operatorname{Tr}\Gamma=\sum_{N=0}^\infty \operatorname{Tr}_N\Gamma . \tag{5}$$

## How $\Gamma$ acts on a created particle

Moving $c_k^\dagger$ to the left with (1) gives

$$c_i^\dagger c_jc_k^\dagger=c_i^\dagger(\delta_{jk}+\zeta c_k^\dagger c_j)=\delta_{jk}c_i^\dagger+\zeta^2c_k^\dagger c_i^\dagger c_j .$$

Since $\zeta^2=1$, the commutator is the same for both statistics:

$$[\hat A,c_k^\dagger]=\sum_i c_i^\dagger A_{ik}. \tag{6}$$

Let $C_k(s)=e^{s\hat A}c_k^\dagger e^{-s\hat A}$. Differentiation and (6) give

$$\frac{dC_k}{ds}=e^{s\hat A}[\hat A,c_k^\dagger]e^{-s\hat A}=\sum_iC_i(s)A_{ik},\qquad C_k(0)=c_k^\dagger .$$

This is a linear equation for the row $(C_1,\dots,C_M)$, with $A$ multiplying from the right. Its solution is $C_k(s)=\sum_ic_i^\dagger(e^{sA})_{ik}$. Setting $s=1$ and multiplying by $e^{\hat A}$ from the right,

$$e^{\hat A}c_k^\dagger=\sum_ic_i^\dagger(e^A)_{ik}\,e^{\hat A}. \tag{7}$$

For two factors, (7) is used twice:

$$e^{\hat A_1}e^{\hat A_2}c_k^\dagger=\sum_je^{\hat A_1}c_j^\dagger(e^{A_2})_{jk}e^{\hat A_2}=\sum_ic_i^\dagger(e^{A_1}e^{A_2})_{ik}\,e^{\hat A_1}e^{\hat A_2}.$$

The matrices appear in the order of the operators. Repeating the step for $K$ factors, and noting that $\hat A|0\rangle=0$, we obtain

$$\Gamma c_k^\dagger=\sum_ic_i^\dagger B_{ik}\Gamma,\qquad \Gamma|0\rangle=|0\rangle . \tag{8}$$

Thus $\Gamma$ replaces the orbital of every particle by its image under $B$. Because products of creation operators acting on $|0\rangle$ span each sector, (8) determines $\Gamma$ completely from $B$.

The argument depends on (6) being linear in the creation operators. A two-body interaction in an exponent gives a commutator containing products of three operators, and (7) is then lost.

## Diagonal elements in a triangular basis

$B$ need not be diagonalizable, but it has a Schur form

$$B=UTU^\dagger,\qquad U^\dagger U=1,\qquad T_{ba}=0\ \text{for}\ b>a, \tag{9}$$

whose diagonal elements $t_a=T_{aa}$ are the eigenvalues of $B$. Define $d_a^\dagger=\sum_ic_i^\dagger U_{ia}$. These operators obey the canonical relations, since

$$d_ad_b^\dagger-\zeta d_b^\dagger d_a=\sum_{ij}U_{ia}^*U_{jb}\delta_{ij}=\delta_{ab},$$

and the second relation in (1) carries over by linearity. From (8) and $BU=UT$,

$$\Gamma d_a^\dagger=\sum_ic_i^\dagger(BU)_{ia}\Gamma=\sum_ic_i^\dagger(UT)_{ia}\Gamma=\sum_{b\le a}d_b^\dagger T_{ba}\Gamma . \tag{10}$$

The occupation states

$$|n\rangle=\prod_{a=1}^M\frac{(d_a^\dagger)^{n_a}}{\sqrt{n_a!}}\,|0\rangle,\qquad \sum_an_a=N,$$

form an orthonormal basis of the $N$-particle sector. By (10), $\Gamma|n\rangle$ follows by replacing each $d_a^\dagger$ with $\sum_{b\le a}T_{ba}d_b^\dagger$. If $b=a$ is chosen in every factor, the result is $\prod_at_a^{n_a}|n\rangle$. Any other choice lowers the sum of the mode labels below $\sum_aa\,n_a$. Such a term either vanishes or is proportional to a different occupation state, which is orthogonal to $|n\rangle$. Hence

$$\langle n|\Gamma|n\rangle=\prod_{a=1}^Mt_a^{n_a}. \tag{11}$$

## The two traces

For fermions $n_a$ is 0 or 1, and the sum over occupations factorizes:

$$\operatorname{Tr}\Gamma=\prod_{a=1}^M(1+t_a)=\det(1+T)=\det\!\big(U(1+T)U^\dagger\big)=\det(1+B). \tag{12}$$

The sum is finite, so no condition arises.

For bosons each $n_a$ runs over all non-negative integers. The sector traces are

$$h_N=\operatorname{Tr}_N\Gamma=\sum_{n_1+\dots+n_M=N}\ \prod_at_a^{n_a}. \tag{13}$$

If all $|t_a|<1$, the sum of the moduli over all occupations is $\prod_a(1-|t_a|)^{-1}$, which is finite. The terms may then be regrouped freely, and

$$\sum_Nh_N=\prod_a\sum_{n=0}^\infty t_a^n=\prod_a\frac1{1-t_a}=\frac1{\det(1-B)}. \tag{14}$$

This proves (4) under the stated condition.

**The condition is necessary.** Let $\rho=\max_a|t_a|$. For small $|z|$ the same calculation with $t_a\to zt_a$ gives

$$F(z)=\sum_Nh_Nz^N=\prod_a\frac1{1-zt_a}=\frac1{\det(1-zB)}. \tag{15}$$

Suppose that $\sum_Nh_N$ converges although $\rho\ge1$. Then $h_N\to0$, so the power series converges for $|z|<1$ and equals the rational function in (15) throughout that disc. Choose $t_1$ with $|t_1|=\rho$.

- If $\rho>1$, the rational function has a pole at $z=1/t_1$, inside the disc. This is a contradiction.
- If $\rho=1$, set $z=r/t_1$ with $r<1$. Given $\varepsilon>0$, choose $N_0$ with $|h_N|<\varepsilon$ for $N\ge N_0$. Then
$$(1-r)|F(z)|\le(1-r)\sum_{N<N_0}|h_N|+\varepsilon ,$$
so $(1-r)F\to0$ as $r\to1$. But $F$ contains the factor $1/(1-r)$ at least once and has no numerator that could cancel it, so $(1-r)F$ cannot tend to zero. This is again a contradiction.

**A single thermal factor.** Take $K=1$ and $A=-\beta(h-\mu)$, with $\beta>0$ and a Hermitian one-particle Hamiltonian $h$ with eigenvalues $\varepsilon_a$. Then (4) gives the grand partition functions $\prod_a(1+e^{-\beta(\varepsilon_a-\mu)})$ for fermions and $\prod_a(1-e^{-\beta(\varepsilon_a-\mu)})^{-1}$ for bosons. The bosonic condition becomes $\mu<\min_a\varepsilon_a$.

## When the bosonic trace is independent of the basis

Sum (5) groups states by particle number. For the trace to be the same in every orthonormal basis of the whole Fock space, it suffices that $\Gamma$ be trace class, meaning that the trace norms $\operatorname{Tr}_N|\Gamma|$, with $|\Gamma|=(\Gamma^\dagger\Gamma)^{1/2}$, have a finite sum.

The adjoint of $\hat A$ is the one-body operator of $A^\dagger$. Therefore $\Gamma^\dagger\Gamma$ is again a product of one-body exponentials, and its matrix is

$$e^{A_K^\dagger}\cdots e^{A_1^\dagger}e^{A_1}\cdots e^{A_K}=B^\dagger B .$$

$B$ is invertible, so $B^\dagger B=e^{2H}$ with $H$ Hermitian. Since (8) fixes the Fock operator from its matrix, $\Gamma^\dagger\Gamma=(e^{\hat H})^2$ in each sector. As $e^{\hat H}$ is positive there, $|\Gamma|=e^{\hat H}$. The eigenvalues of $e^H$ are the singular values $s_a$ of $B$. Applying (13) and (14) to these positive numbers,

$$\sum_N\operatorname{Tr}_N|\Gamma|=\prod_a\frac1{1-s_a}\quad\text{if all }s_a<1, \tag{16}$$

and the sum diverges otherwise. Because $\rho\le\max_as_a$, this condition implies the one on the eigenvalues. It is satisfied when all $A_k$ are Hermitian and negative definite: each $e^{A_k}$ then has norm below 1, and so has their product.

## Worked example with two modes

Take the dimensionless matrices

$$A_1=\begin{pmatrix}-1&0.8\\0.8&-1\end{pmatrix},\qquad A_2=\begin{pmatrix}0&0\\0&-2\end{pmatrix}.$$

The diagonal elements of $e^{A_1}$ are $e^{-1}\cosh0.8=0.4920$, and the off-diagonal ones are $e^{-1}\sinh0.8=0.3267$. With $e^{-2}=0.1353$,

$$B=\begin{pmatrix}0.4920&0.3267\\0.3267&0.4920\end{pmatrix}\begin{pmatrix}1&0\\0&0.1353\end{pmatrix}=\begin{pmatrix}0.4920&0.0442\\0.3267&0.0666\end{pmatrix}.$$

Its trace is $0.5586$, and its determinant is $e^{\operatorname{tr}A_1+\operatorname{tr}A_2}=e^{-4}=0.0183$. The eigenvalues are $0.5236$ and $0.0350$, so the bosonic trace converges. For a $2\times2$ matrix $\det(1\pm B)=1\pm\operatorname{tr}B+\det B$, hence

$$\operatorname{Tr}\Gamma=1+0.5586+0.0183=1.5769\quad\text{(fermions)},$$

$$\operatorname{Tr}\Gamma=\frac1{1-0.5586+0.0183}=2.1753\quad\text{(bosons)}.$$

The three fermionic terms are the traces for $N=0,1,2$. For bosons, multiplying (15) by $\det(1-zB)$ and comparing powers of $z$ gives

$$h_N=\operatorname{tr}B\,h_{N-1}-\det B\,h_{N-2},\qquad h_0=1,\quad h_1=\operatorname{tr}B. \tag{17}$$

Thus $h_2=0.2937$ and $h_3=0.1538$. The partial sum is $2.1289$ through $N=5$ and $2.1734$ through $N=10$.

The exponents may not be added, because $A_1$ and $A_2$ do not commute. The matrix $e^{A_1+A_2}$ has the same determinant as $B$, but its trace is $2e^{-2}\cosh\sqrt{1.64}=0.5247$. Using it in place of $B$ would give $1.5430$ for fermions and $2.0257$ for bosons.

The second factor alone has no finite bosonic trace. Its matrix has eigenvalues $1$ and $e^{-2}$, so every sector trace is at least 1. The product has a finite trace because the condition concerns $B$, not the separate factors.

## Two ways in which convergence can mislead

Let

$$A=\begin{pmatrix}\ln\tfrac12&3\\0&\ln\tfrac12\end{pmatrix},\qquad S=e^A=\begin{pmatrix}0.5&1.5\\0&0.5\end{pmatrix}.$$

Both eigenvalues of $S$ are $0.5$. By (13), $h_N=(N+1)/2^N$, and the sector sum is $1/(1-0.5)^2=4$. The matrix $S^{\mathsf T}S$ has trace $2.75$ and determinant $0.0625$, which gives the singular values $1.651$ and $0.151$. Since one exceeds 1, $e^{\hat A}$ is not trace class. Its sector trace norms for $N=0,1,2,3$ are $1$, $1.803$, $3$ and $4.958$, whereas the traces themselves decrease to zero at large $N$.

Now multiply by the transposed factor, so that

$$B=SS^{\mathsf T}=\begin{pmatrix}2.5&0.75\\0.75&0.25\end{pmatrix}.$$

The larger eigenvalue is $2.727$, although each factor has eigenvalues of only $0.5$. Recursion (17) gives the sector traces $1$, $2.75$, $7.5$, $20.45$, and their sum diverges. The determinant expression is nevertheless finite:

$$\frac1{\det(1-B)}=\frac1{1-2.75+0.0625}=-0.593 .$$

A sum of positive terms cannot have this value. The number continues (15) beyond its radius of convergence and is not a trace. A finite determinant therefore does not show that the bosonic trace exists; the eigenvalues of $B$ must be examined.
